\section*{Linear Jahn–Teller coupling in the triplet term of chromocene}

\section*{The problem}

Chromocene, Cr(C$_5$H$_5$)$_2$, is taken in its staggered $D_{5d}$ geometry. The $z$ axis joins the ring centres, the metal is at the origin, and one carbon of the upper ring lies in the $xz$ plane, which is a mirror plane. The ground term is assumed to be the triplet $^3E_{2g}$ of the configuration $e_{2g}^3a_{1g}^1$. The real $e_{2g}$ orbitals are called $a$ and $b$; they transform as $x^2-y^2$ and $xy$, that is, as $\cos2\varphi$ and $\sin2\varphi$. The $a_{1g}$ orbital is $d$.

For fixed nuclei and without spin-orbit coupling, a small displacement $Q_i$ perturbs the two degenerate states by $Q_i\,\partial H/\partial Q_i$. The questions are which displacements split the term at first order, in what form, and whether the molecule then distorts. Formulas are in Hartree atomic units ($\hbar=1$); energies in the example are in eV or meV.

\section*{(a) From four electrons to one orbital}

\emph{Express the coupling matrix of the triplet through orbital matrix elements, and find the symmetry of its two spatial states.}

In the component $M_S=1$, three spin-up electrons fill $a$, $b$ and $d$, and one spin-down electron occupies $a$ or $b$. Call these states $|A\rangle$ and $|B\rangle$. For a spin-free one-electron operator $V$,
\begin{align}
\langle A|V|A\rangle&=V_{aa}+(V_{aa}+V_{bb}+V_{dd}),\\
\langle B|V|B\rangle&=V_{bb}+(V_{aa}+V_{bb}+V_{dd}),\\
\langle A|V|B\rangle&=V_{ab}.
\end{align}
The last line has a plus sign because the determinants differ in one orbital standing in the same place. The bracket is common to both states and cannot split them. The splitting part is therefore that of the orbital matrix, if a state is labelled by its doubly occupied orbital. Labelling by the hole, with $|B\rangle$ and $-|A\rangle$ as the states with a hole in $a$ and $b$, reverses its sign.

The filled spin-up pair $ab$ is multiplied by the determinant of the $E_{2g}$ matrix: $+1$ for rotations about $z$ and $-1$ for the twofold rotations across it. The $E_{2g}$ character vanishes for the latter, so the product with the spin-down orbital is again $E_{2g}$. The selection rule below needs only this symmetry. The equality with orbital elements also needs the single configuration.

\section*{(b) The selection rule}

\emph{Which vibrations can have a first-order matrix element within the term?}

The two spatial states can be chosen real, and $\partial H/\partial Q_i$ is a real Hermitian operator. Its $2\times2$ matrix is therefore symmetric, and its elements transform as the symmetric square of $E_{2g}$. If an operation $R$ has eigenvalues $\lambda_1,\lambda_2$ in the doublet, its character in that square is
\begin{equation}
\lambda_1^2+\lambda_1\lambda_2+\lambda_2^2
=\tfrac12\left[(\lambda_1+\lambda_2)^2+(\lambda_1^2+\lambda_2^2)\right]
=\tfrac12\left[\chi(R)^2+\chi(R^2)\right].
\end{equation}

Let $\alpha=72^\circ$. A rotation by $\beta$ has $\chi_{E_2}=2\cos2\beta$, so
\begin{equation}
\tfrac12\left[4\cos^2 2\beta+2\cos4\beta\right]=1+2\cos4\beta .
\end{equation}
For $\beta=\alpha$, $4\beta=288^\circ$ is equivalent to $-72^\circ$, which gives $1+2\cos\alpha$. For $\beta=2\alpha$, $4\beta=576^\circ$ is equivalent to $-144^\circ$, which gives $1+2\cos2\alpha$. The identity gives $(4+2)/2=3$, and a twofold rotation across the axis gives $(0+2)/2=1$. In the order $E$, $C_5$, $C_5^2$, $C_2'$ the characters are
\begin{equation}
(3,\;1+2\cos\alpha,\;1+2\cos2\alpha,\;1)
=(1,1,1,1)+(2,\;2\cos\alpha,\;2\cos2\alpha,\;0).
\end{equation}
The two rows on the right are $A_1$ and $E_1$. A product of two even states is even under inversion, hence
\begin{equation}
[E_{2g}^2]=A_{1g}+E_{1g}.
\end{equation}

The matrix element must contain the totally symmetric representation, so a vibration couples linearly only if it is $a_{1g}$ or $e_{1g}$. An $a_{1g}$ displacement shifts both states equally. The splitting comes from $e_{1g}$; an $e_{2g}$ distortion does not split the term at first order. The remaining, antisymmetric combination has character $\lambda_1\lambda_2$ and is $A_{2g}$. Real perturbations cannot use it, but it returns in part (f).

Such vibrations exist. An even displacement is fixed by the motion of the upper ring, because inversion supplies the lower ring and the metal stays at rest. The carbon set and the hydrogen set can each move radially, tangentially or vertically, and each choice gives one pair varying as $\cos\varphi_j,\sin\varphi_j$. These are six $e_{1g}$ pairs. One is overall rotation about $x$ and $y$, which leaves five vibrational pairs.

\section*{(c) One coupling constant}

\emph{Find the linear splitting matrix for a pair $(Q_x,Q_y)$ transforming as $(xz,yz)$.}

Define
\begin{equation}
\tau_z=|a\rangle\langle a|-|b\rangle\langle b|,\qquad
\tau_x=|a\rangle\langle b|+|b\rangle\langle a| .
\end{equation}
Rotation by $\beta$ replaces $\varphi$ by $\varphi-\beta$ in the functions:
\begin{equation}
a'=a\cos2\beta+b\sin2\beta,\qquad b'=-a\sin2\beta+b\cos2\beta .
\end{equation}
Inserting these and using $\cos^22\beta-\sin^22\beta=\cos4\beta$ and $2\sin2\beta\cos2\beta=\sin4\beta$ gives
\begin{equation}
\tau_z'=\cos4\beta\,\tau_z+\sin4\beta\,\tau_x,\qquad
\tau_x'=-\sin4\beta\,\tau_z+\cos4\beta\,\tau_x .
\end{equation}
At $\beta=\alpha$ the angle $4\beta$ acts as $-\alpha$, so
\begin{equation}
\tau_z'=\cos\alpha\,\tau_z+\sin\alpha\,(-\tau_x),\qquad
(-\tau_x)'=-\sin\alpha\,\tau_z+\cos\alpha\,(-\tau_x).
\end{equation}
Thus $(\tau_z,-\tau_x)$ turns like an ordinary vector, as $(Q_x,Q_y)$ does. Two bilinear forms are invariant under the rotation, the scalar product and the cross product of these vectors. Under $y\to-y$, $\tau_z$ and $Q_x$ are even while $\tau_x$ and $Q_y$ are odd, so the cross product changes sign and is excluded. What remains is
\begin{equation}
W=F\,(Q_x\tau_z-Q_y\tau_x),
\end{equation}
with one real constant $F$ per pair. Since $\tau_z^2=\tau_x^2=1$ and $\tau_z\tau_x+\tau_x\tau_z=0$, $W^2=F^2(Q_x^2+Q_y^2)$. The levels move by $\pm|F|\rho$ with $\rho^2=Q_x^2+Q_y^2$, whatever the direction of the distortion.

\section*{(d) Why the fivefold ring matters}

\emph{Tilt both rings in the same sense by an angle $\theta$. Compare five-membered with six-membered rings, and estimate $F$.}

Use $|\pm2\rangle=(a\pm ib)/\sqrt2$. From part (c), $\langle+2|W|-2\rangle=F(Q_x+iQ_y)$. Let $v$ be this matrix element for unit vertical displacement of the atom at $\varphi=0$. The atom at $\varphi_j$ is reached by a symmetry rotation, and each state contributes a phase $e^{-2i\varphi_j}$, so its element is $v\,e^{-4i\varphi_j}$. A tilt towards azimuth $\gamma$ lifts an atom at radius $r$ by $\theta r\cos(\varphi_j-\gamma)$. For one set of $n$ atoms the sum is
\begin{equation}
\frac{\theta r v}{2}\sum_{j=1}^{n}
\left(e^{-3i\varphi_j-i\gamma}+e^{-5i\varphi_j+i\gamma}\right),
\qquad \varphi_j=\frac{2\pi j}{n}.
\end{equation}
For $n=5$ the first sum vanishes and the second is $5e^{i\gamma}$. For $n=6$ both vanish. The orbital change of four units of angular momentum equals $-1$ modulo 5, but $-2$ modulo 6. A continuous ring would also give zero. The coupling thus depends on the discreteness of the five-membered ring. The lower ring, being the inversion image, adds an equal amount.

If the lower ring is instead the mirror image of the upper one (eclipsed, $D_{5h}$), the same phase sum applies, but the two contributions add when the lower ring tilts in the opposite sense. The angular rule survives and the pattern of motion changes.

For an estimate, take ring radii of 1.20~\AA\ (C) and 2.28~\AA\ (H) and a ring height of 1.80~\AA, so that the Cr--C distance is 2.16~\AA. The electrons are described by an extended H\"uckel model,
\begin{equation}
H_{ij}=\tfrac12K S_{ij}(h_i+h_j)\quad(i\ne j),\qquad H_{ii}=h_i,\qquad K=1.75,
\end{equation}
with STO-3G overlaps $S_{ij}$ and rough round levels $h$ of $-11.0$ (Cr 3d), $-21.0$ (C 2s), $-11.0$ (C 2p) and $-13.5$~eV (H 1s). Chromium 4s and 4p have no $e_{2g}$ part. They cannot enter $F$ in this model and are left out.

Let $c_a,c_b$ be the coefficient vectors of the two orbitals, with $Hc=\varepsilon Sc$. Projecting the perturbed equation on them removes the change of the vectors at first order, because $c^T(H-\varepsilon S)=0$, and leaves
\begin{equation}
W_{pq}=c_p^T(\delta H-\varepsilon\,\delta S)\,c_q ,\qquad p,q=a,b.
\end{equation}
With the derivatives for the tilt this gives $F=0.263$~eV/rad. This value is not converged with respect to the orbitals, because the STO-3G 3d function is very compact. The same model gives about 1.15~eV/rad with atomic minimal-basis orbitals and about 1.6~eV/rad with standard Slater extended H\"uckel orbitals, and a local-density calculation with averaged $e_{2g}^3a_{1g}^1$ occupation gives about 1.8~eV/rad. The small value is kept below only as a weak-coupling example. Six-membered rings, with their own radii and height, give zero within rounding.

\section*{(e) The energy surfaces}

\emph{Find the stabilization energy without spin-orbit coupling. At what order does the direction of distortion matter?}

For a mass-weighted pair of frequency $\omega$ and coupling $f$,
\begin{equation}
E_\pm=\tfrac12\omega^2\rho^2\pm|f|\rho .
\end{equation}
Setting $dE_-/d\rho=\omega^2\rho-|f|=0$ gives
\begin{equation}
\rho_0=\frac{|f|}{\omega^2},\qquad
E_{\rm JT}=-E_-(\rho_0)=\frac{f^2}{2\omega^2}.
\end{equation}
For several pairs the splitting depends on the length of $\sum_k f_k\mathbf Q_k$. This length is at most $\sum_k|f_k|\rho_k$, and the bound is reached when the terms are aligned. Each pair can then be minimized separately, so $E_{\rm JT}=\sum_k f_k^2/(2\omega_k^2)$.

At linear order the minimum is a circular trough. To find what breaks the circle, write $q=Q_x+iQ_y=\rho e^{i\gamma}$. The element $\langle+2|W|-2\rangle$ must turn like $q$, so a term $q^m(q^*)^n$ requires $m-n=1$ modulo 5. At second order $m-n$ is 2, 0 or $-2$, and no term survives: quadratic $e_{1g}$ terms do not split the doublet. At third order $q|q|^2$ is allowed but has no preferred direction. At fourth order $(q^*)^4$ appears:
\begin{equation}
\left|fq+Bq|q|^2+G(q^*)^4\right|
=\rho\left|f+B\rho^2+G\rho^3e^{-5i\gamma}\right| .
\end{equation}
For small $\rho$ the direction-dependent part is $\pm G\rho^4\cos5\gamma$, with the sign of $f$. Diagonalizing the H\"uckel matrix at tilts of $\pm0.02$ and $\pm0.04$ rad shows this difference between opposite directions growing with power 4.04, close to the leading value 4. This counting holds within the $e_{1g}$ pair. An $e_{2g}$ coordinate $p$, which turns like $q^2$, enters at second order through $pq^*$ and $(p^*)^2$; when $p$ relaxes it grows in proportion to $\rho$, and the trough is then warped already at order $\rho^2$.

\section*{(f) Spin-orbit coupling}

\emph{Add $\zeta l_zs_z$ for each electron. When does a distorted minimum survive?}

With $l_z=-i\partial_\varphi$, $l_za=2ib$ and $l_zb=-2ia$. The transverse parts $l_x,l_y$ change $m$ by one and have no elements among $a$, $b$ and $d$. For $M_S=1$ the spin-up electrons contribute the trace of $l_z$, which is zero. The spin-down electron contributes
\begin{equation}
-\frac{\zeta}{2}\begin{pmatrix}0&-2i\\2i&0\end{pmatrix}
=\zeta\begin{pmatrix}0&i\\-i&0\end{pmatrix},
\end{equation}
with eigenvalues $\pm\zeta$. This is the antisymmetric $A_{2g}$ part, allowed because the operator is imaginary. Covalency reduces $\zeta$ to an effective energy $s$. Within the triplet the term is proportional to $M_S$, so it vanishes at first order for $M_S=0$.

The spin-orbit matrix anticommutes with $W$, so the squares add:
\begin{equation}
E_\pm=\tfrac12\omega^2\rho^2\pm\sqrt{f^2\rho^2+s^2}\qquad(M_S=\pm1).
\end{equation}
A stationary point of the lower surface with $\rho\neq0$ requires
\begin{equation}
\omega^2=\frac{f^2}{\sqrt{f^2\rho^2+s^2}}
\quad\Longrightarrow\quad \sqrt{f^2\rho^2+s^2}=\frac{f^2}{\omega^2}=2E_{\rm JT}.
\end{equation}
This has a solution only if $2E_{\rm JT}>s$. Otherwise the undistorted geometry is the minimum, although the linear coupling is still present.

\section*{(g) Does chromocene distort in this model?}

\emph{Use one rigid-ring vibration with a chosen quantum of 0.040~eV and $\zeta=0.030$~eV, both rough values. Include the motion of the nuclei.}

All numbers in this part use the STO-3G value $F=0.263$~eV/rad. They illustrate weak coupling and do not describe the real molecule, as the last paragraph shows.

\textbf{Inertia.} The tilt moves ring atoms by $\delta z=\theta x$, which contains some overall rotation $(\delta x,\delta z)\propto(z,-x)$. Let $X=\sum mx^2$ and $Z=\sum mz^2$. The squared mass-weighted lengths of tilt and rotation are $X$ and $X+Z$, and their scalar product is $-X$. Removing the rotation leaves
\begin{equation}
I=X-\frac{X^2}{X+Z}=\frac{XZ}{X+Z}=88.9\ \text{amu\,\AA}^2 .
\end{equation}
Overall rotation has no coupling, since it cannot change the energies, so $F$ is unaffected. In the resulting vibration the rings stay parallel while they tilt and slip.

\textbf{Static energy.} With $f=F/\sqrt I$ and $\omega=0.040\ \text{eV}/\hbar$, the stiffness is $I\omega^2=34.0$~eV/rad$^2$, and
\begin{equation}
E_{\rm JT}=\frac{(0.2626)^2}{2\times34.0}\ \text{eV}=1.0\ \text{meV}\;(8\ \text{cm}^{-1}),\qquad
\theta_0=\frac{0.2626}{34.0}\ \text{rad}=0.44^\circ .
\end{equation}
The angle is measured relative to the line joining the ring centres. The fourth-order direction dependence at this tilt is below $10^{-6}$~meV in the model. The other four $e_{1g}$ pairs, all given a low quantum of 0.10~eV, would add about 0.12~meV (2 to 11~meV with the more diffuse H\"uckel orbitals of part (d)).

\textbf{Spin-orbit coupling.} The $e_{2g}$ orbitals have a chromium d weight of 0.974 in this basis (0.80 to 0.87 in the other settings of part (d)). Scaling $\zeta$ by 0.974 gives $s=29.2$~meV, and $2E_{\rm JT}/s=0.07$, or 0.08 with the ring-internal estimate. With this $F$ the $M_S=\pm1$ surfaces have no distorted minimum. The $M_S=0$ surface keeps its trough, but the zero-point energy of the two-dimensional vibration is 40~meV, far above the 1~meV depth. With this $F$ a static distortion is not expected there either.

\textbf{Vibronic levels.} Put $Q=(\hat b+\hat b^\dagger)/\sqrt{2\omega}$ for each coordinate. In terms of two independent circular quanta, $W$ takes the lower spin-orbit state to the upper one through $g(\hat b_1+\hat b_2^\dagger)$, with
\begin{equation}
g=\frac{|f|}{\sqrt\omega}=\sqrt{2E_{\rm JT}\omega}=9.0\ \text{meV}.
\end{equation}
The return step is the Hermitian conjugate. Without spin-orbit coupling, second-order perturbation theory shifts the ground level by $-g^2/\omega=-2E_{\rm JT}=-2.03$~meV; numerical diagonalization in 16 oscillator states per coordinate gives $-1.98$~meV. The level stays doubly degenerate.

With spin-orbit coupling, the two states without quanta have second-order energies $-s-g^2/(\omega+2s)$ and $s-g^2/(\omega-2s)$. If $2s\ll\omega$, their separation is
\begin{equation}
2s-g^2\frac{4s}{\omega^2-4s^2}\simeq2s\left(1-\frac{4E_{\rm JT}}{\omega}\right).
\end{equation}
This limit does not apply here: $2s=58.5$~meV exceeds the quantum of 40~meV. The first excited level with $M_S=\pm1$ therefore comes mainly from one vibrational quantum on the lower spin-orbit state. That state, at $\omega-s=10.8$~meV, mixes through $g$ with the upper spin-orbit state at 29.2~meV:
\begin{equation}
20.0-\sqrt{9.23^2+9.0^2}=7.1\ \text{meV}.
\end{equation}
The one-quantum state has weight 0.86 in this level. Its coupling to states with a further quantum lowers the level by $0.86\,g^2/(\omega+2s)=0.7$~meV, to 6.4~meV. With unrounded values, the ground level lies at $-s-g^2/(\omega+2s)=-30.1$~meV. Within $M_S=\pm1$ the estimated gap is 36.5~meV, as diagonalization also gives. It should not be read as a reduced spin-orbit splitting. The lowest $M_S=0$ level, at $-1.98$~meV, lies inside this gap.

\textbf{The real compound.} Chromocene is a volatile solid that can serve as a chromium precursor. At 350~K, a rough handling temperature, $kT=30$~meV, which far exceeds the 1~meV of this example. The value of $F$ is itself uncertain: the H\"uckel model treats neither electron repulsion nor orbital relaxation explicitly, and its 3d orbitals are nearly pure. Because $E_{\rm JT}\propto F^2$ at fixed frequency, doubling $F$ gives about 4~meV and $2E_{\rm JT}/s=0.28$. A distorted $M_S=\pm1$ minimum from this pair would need $F$ larger by a factor of about 3.8. The better values of part (d) are larger by factors of 4.4 to 6.8. At the same stiffness they give $E_{\rm JT}$ of 19 to 47~meV, tilts of 2 to $3^\circ$ and $2E_{\rm JT}/s$ of 1.5 to 3.9, so the distorted minimum survives spin-orbit coupling. $E_{\rm JT}$ is then comparable with the vibrational quantum and with $kT$, and the perturbation estimates above no longer apply. The absence of distortion found here belongs to the STO-3G example, not to chromocene. Mixing with other electronic terms, crystal packing and ring rotation are also outside the model. These omissions affect the numbers, possibly enough to change the answer about distortion, and, where the environment or the rings lower the symmetry, the labels. For isolated $D_{5d}$ chromocene in an $E_{2g}$ term the selection rule holds, whatever the size of $F$.
